# Dirac's exchange identity and the term energies of p^N

Q: The electrostatic repulsion between two electrons contains no spin operator. Yet I am told that the energies of an open p shell can be written with the total spin \(S\). Where could a spin operator come from?

A: From exchange. Let \(P^{s}\) be the operator that swaps the spin states of electrons 1 and 2 and leaves their positions alone: \(P^{s}|\alpha\beta\rangle=|\beta\alpha\rangle\). Antisymmetry ties this swap to the swap of the orbital states, which the repulsion does affect. The first task is to write \(P^{s}\) in terms of the spin vectors \(\mathbf s_1\) and \(\mathbf s_2\).

Q: A permutation and a scalar product look like different kinds of object. Why should one be a function of the other?

A: Because each of them takes a single value on all the triplet states and a single value on the singlet. Let \(\mathbf S=\mathbf s_1+\mathbf s_2\). The two spins commute, so squaring gives
\[
\mathbf S^2=\mathbf s_1^2+\mathbf s_2^2+2\,\mathbf s_1\!\cdot\mathbf s_2 .
\]
Each \(\mathbf s_i^2\) equals \(\tfrac34\hbar^2\), hence
\[
\frac{\mathbf s_1\!\cdot\mathbf s_2}{\hbar^2}=\frac12\left[S(S+1)-\frac32\right]
=\begin{cases}+\tfrac14,& S=1\\[2pt]-\tfrac34,& S=0.\end{cases}
\]
The three triplet states are symmetric under the swap, so there \(P^{s}=+1\). The singlet is antisymmetric, so there \(P^{s}=-1\). Try \(P^{s}=a+b\,\mathbf s_1\!\cdot\mathbf s_2/\hbar^2\). The two conditions are
\[
a+\tfrac14 b=1,\qquad a-\tfrac34 b=-1 .
\]
Subtraction gives \(b=2\), and then \(a=\tfrac12\). Therefore
\[
P^{s}=\frac12\left(1+\frac{4\,\mathbf s_1\!\cdot\mathbf s_2}{\hbar^2}\right).
\]
The triplet and singlet states form a complete basis for two spins, so this is an operator identity. It is Dirac's identity. With spin measured in units of \(\hbar\) it reads \(\tfrac12(1+4\,\mathbf s_1\!\cdot\mathbf s_2)\); with the Pauli matrices \(\boldsymbol\sigma_i=2\mathbf s_i/\hbar\) it reads \(\tfrac12(1+\boldsymbol\sigma_1\!\cdot\boldsymbol\sigma_2)\). It concerns spin exchange, not the exchange of the whole electrons.

Q: Then the orbital swap must have its own formula. Is it the same with \(\mathbf l\) in place of \(\mathbf s\)?

A: No, because two p electrons have three values of \(L\), and a straight line will not pass through the three points. Define
\[
X=\frac{\mathbf l_1\!\cdot\mathbf l_2}{\hbar^2}=\frac12\left[L(L+1)-4\right],
\]
where the 4 is \(l(l+1)=2\) taken twice. Thus \(X=-2,-1,1\) for \(L=0,1,2\).

The symmetries follow by counting. The state with both \(m=1\) is symmetric, and the lowering operator \(l_{1-}+l_{2-}\) preserves symmetry, so all \(L=2\) states are symmetric. At \(M=1\) there are two states, and the one orthogonal to \(L=2\) is antisymmetric; it belongs to \(L=1\), and lowering keeps it antisymmetric. At \(M=0\) there are two symmetric combinations and one antisymmetric one. \(L=2\) takes one symmetric combination and \(L=1\) the antisymmetric one, so \(L=0\) is symmetric.

The orbital exchange \(P^{o}\) is thus \(+1,-1,+1\) for \(L=0,1,2\). The quadratic through these points is
\[
P^{o}=X^2+X-1,
\]
since \(4-2-1=1\), \(1-1-1=-1\) and \(1+1-1=1\).

Q: So far this is only symmetry. The Coulomb repulsion has a complicated dependence on distance and angle. How much of it survives in a p shell?

A: Two numbers' worth. Take one configuration \(p^N\) whose orbitals share one real radial function \(R(r)\), and neglect spin-orbit coupling. With \(\mathbf n=\mathbf r/r\), the orbitals are
\[
\phi_a=R(r)\sqrt{\frac{3}{4\pi}}\;n_a,\qquad a=x,y,z .
\]
In Gaussian units the repulsion is
\[
\frac{e^2}{r_{12}}=e^2\sum_{k}\frac{r_<^k}{r_>^{k+1}}P_k(\mathbf n_1\!\cdot\mathbf n_2).
\]
A matrix element for electron 1 contains the product \(n_an_b\), a quadratic and even function of direction. It contains spherical harmonics of order 0 and 2 and no others. By the addition theorem, \(P_k\) is a sum of products of harmonics of order \(k\), one for each electron, so the terms \(k=0\) and \(k=2\) survive. Within the shell,
\[
v_{12}=F^0+F^2P_2(\mathbf n_1\!\cdot\mathbf n_2),
\]
\[
F^k=e^2\!\int_0^\infty\!\!\int_0^\infty R^2(r_1)R^2(r_2)\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2 .
\]

Closed shells are invariant under rotations of space and of spin. Their direct and exchange effects therefore give every p electron the same energy. Together with the kinetic energy, the nuclear attraction and the energy of the closed shells themselves, they form a constant \(E_c\) common to all terms of \(p^N\).

Q: But \(P_2\) is a function of directions, while \(X\) is built from angular momenta. What entitles you to trade one for the other?

A: Inside the p shell both are \(3\times3\) matrices for each electron, and they can be compared element by element. The average of \(n_an_bn_in_j\) over the sphere is an isotropic, fully symmetric tensor, so it has the form
\[
c\,(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi}).
\]
Setting \(a=b\), \(i=j\) and summing gives \(1=c(9+3+3)\), so \(c=1/15\). The orbital normalization supplies a factor 3:
\[
\langle a|n_in_j|b\rangle=\tfrac15(\delta_{ab}\delta_{ij}+\delta_{ai}\delta_{bj}+\delta_{aj}\delta_{bi}).
\]

Now let \(\boldsymbol\lambda=\mathbf l/\hbar\). From here on, a Cartesian index that occurs twice within one product is summed over \(x,y,z\); this includes \(i\) and \(j\) in products such as \(Q_{ij}(1)Q_{ij}(2)\) below. Acting on the coordinate \(x_b\), \(\lambda_k=-i\varepsilon_{kpq}x_p\partial_q\) gives \(-i\varepsilon_{kpb}x_p\), while functions of \(r\) are untouched. Hence \(\langle a|\lambda_k|b\rangle=-i\varepsilon_{kab}\), and
\[
\langle a|\lambda_i\lambda_j|b\rangle=-\varepsilon_{iac}\varepsilon_{jcb}
=\varepsilon_{iac}\varepsilon_{jbc}=\delta_{ij}\delta_{ab}-\delta_{ib}\delta_{aj}.
\]
Let \(A_{ij}=\lambda_i\lambda_j+\lambda_j\lambda_i\). Adding the expression with \(i\) and \(j\) interchanged gives
\[
\langle a|A_{ij}|b\rangle=2\delta_{ij}\delta_{ab}-\delta_{ib}\delta_{aj}-\delta_{jb}\delta_{ai}.
\]
The last two products are the ones in the matrix of \(n_in_j\). Eliminating them gives \(n_in_j=\tfrac15(3\delta_{ij}-A_{ij})\), and the traceless tensor is
\[
Q_{ij}\equiv n_in_j-\tfrac13\delta_{ij}=\tfrac15\left(\tfrac43\delta_{ij}-A_{ij}\right).
\]
This is an equality of matrices within the p shell, not of operators on all functions.

Q: You still need the product for two electrons, and the components of \(\boldsymbol\lambda\) do not commute.

A: That is where the term linear in \(X\) arises. First,
\[
Q_{ij}(1)Q_{ij}(2)=(\mathbf n_1\!\cdot\mathbf n_2)^2-\tfrac13-\tfrac13+\tfrac39
=(\mathbf n_1\!\cdot\mathbf n_2)^2-\tfrac13,
\]
so \(P_2=\tfrac32(\mathbf n_1\!\cdot\mathbf n_2)^2-\tfrac12=\tfrac32Q_{ij}(1)Q_{ij}(2)\). The trace of \(A_{ij}\) is \(2\boldsymbol\lambda^2=4\). Inserting the angular momentum form,
\[
Q_{ij}(1)Q_{ij}(2)=\tfrac1{25}\left[\tfrac{16}{3}-\tfrac{16}{3}-\tfrac{16}{3}+A_{ij}(1)A_{ij}(2)\right].
\]
Multiplying out the last product and renaming indices,
\[
A_{ij}(1)A_{ij}(2)=2\lambda_{1i}\lambda_{1j}\lambda_{2i}\lambda_{2j}+2\lambda_{1i}\lambda_{1j}\lambda_{2j}\lambda_{2i}.
\]
Operators of different electrons commute, so the first term is \(2X^2\). In the second, use \(\lambda_{2j}\lambda_{2i}=\lambda_{2i}\lambda_{2j}-i\varepsilon_{ijk}\lambda_{2k}\):
\[
\lambda_{1i}\lambda_{1j}\lambda_{2j}\lambda_{2i}=X^2-i\,\varepsilon_{ijk}\lambda_{1i}\lambda_{1j}\lambda_{2k}.
\]
The commutation relations also give \(\varepsilon_{ijk}\lambda_{1i}\lambda_{1j}=i\lambda_{1k}\), so the correction is \(-i\cdot i\,X=+X\). Thus \(A_{ij}(1)A_{ij}(2)=4X^2+2X\), and
\[
P_2=\tfrac{3}{50}\left(4X^2+2X-\tfrac{16}{3}\right)=\tfrac1{25}\left(6X^2+3X-8\right).
\]
For \(L=0,1,2\) the bracket is \(10,-5,1\). The factor 25 suggests the usual abbreviations \(F_0=F^0\) and \(F_2=F^2/25\).

Q: The square is a nuisance. For many electrons, \(\sum(\mathbf l_i\!\cdot\mathbf l_j)^2\) is not fixed by the length of \(\mathbf L\) in any obvious way.

A: The exchange operators remove it. From \(P^{o}=X^2+X-1\) we have \(X^2=P^{o}-X+1\), so
\[
25P_2=6(P^{o}-X+1)+3X-8=6P^{o}-3X-2 .
\]
An allowed state \(\Psi\) changes sign when two electrons are exchanged completely: \(P^{s}P^{o}\Psi=-\Psi\). Apply \(P^{s}\) to both sides. Since swapping twice restores the state, \((P^{s})^2=1\) and \(P^{o}\Psi=-P^{s}\Psi\). Dirac's identity then turns \(6P^{o}\) into \(-3-12\,\mathbf s_1\!\cdot\mathbf s_2/\hbar^2\), and
\[
v_{12}=F_0-F_2\left[5+\frac{3\,\mathbf l_1\!\cdot\mathbf l_2}{\hbar^2}+\frac{12\,\mathbf s_1\!\cdot\mathbf s_2}{\hbar^2}\right].
\]

Q: This looks like a magnetic coupling between spins. Have you smuggled one in?

A: No. Its strength is \(F_2\), an integral of the Coulomb repulsion. The spin product reports the orbital symmetry that antisymmetry demands. The replacement fails without that condition: on a state symmetric under complete exchange, \(P^{o}=+P^{s}\), and the true interaction minus the spin form is
\[
6F_2(P^{o}+P^{s})=12F_2P^{s},
\]
an error of \(\pm12F_2\).

Q: For \(N\) electrons there are many pairs, and their scalar products do not all commute. Can you add their energies?

A: I add the operators, which needs no common eigenstates for the separate pairs. An \(N\)-electron state is antisymmetric in each pair, so the form above holds for every \(v_{ij}\). The vector model supplies the sums. With \(\mathbf L=\sum_i\mathbf l_i\) and \(\mathbf S=\sum_i\mathbf s_i\),
\[
\mathbf L^2=\sum_i\mathbf l_i^2+2\sum_{i<j}\mathbf l_i\!\cdot\mathbf l_j,
\qquad
\mathbf S^2=\sum_i\mathbf s_i^2+2\sum_{i<j}\mathbf s_i\!\cdot\mathbf s_j .
\]
In a term with quantum numbers \(L,S\), these give
\[
\sum_{i<j}\frac{\mathbf l_i\!\cdot\mathbf l_j}{\hbar^2}=\frac{L(L+1)-2N}{2},
\qquad
\sum_{i<j}\frac{\mathbf s_i\!\cdot\mathbf s_j}{\hbar^2}=\frac{S(S+1)-\frac34N}{2}.
\]
There are \(N(N-1)/2\) pairs, so
\[
\begin{aligned}
E={}&E_c+\frac{N(N-1)}2(F_0-5F_2)\\
&-\frac32F_2\,[L(L+1)-2N]-6F_2\left[S(S+1)-\tfrac34N\right].
\end{aligned}
\]
The terms in \(F_2\) that depend on \(N\) alone are \(-\tfrac52N^2+\tfrac52N+3N+\tfrac92N=10N-\tfrac52N^2\). Therefore
\[
\begin{aligned}
E={}&E_c+\frac{N(N-1)}2F_0\\
&+F_2\left[10N-\frac52N^2-\frac32L(L+1)-6S(S+1)\right].
\end{aligned}
\]

Q: So the energy is not fixed by \(L(L+1)\) and \(S(S+1)\) alone. I see \(N\), \(F_0\), \(F_2\) and \(E_c\).

A: The total energy is not, but the pattern of splittings is. For given \(N\), the terms differ through those two combinations, and \(F_2\) sets the scale. A useful limiting case is \(N=1\), with \(L=1\), \(S=\tfrac12\): the bracket is \(10-\tfrac52-3-\tfrac92=0\), as it must be for an electron that does not repel itself.

Q: Which terms should I put into the formula?

A: For \(p^2\), antisymmetry pairs even \(L\) with \(S=0\) and odd \(L\) with \(S=1\), giving \(^1S\), \(^3P\) and \(^1D\). For \(p^3\), consider two electrons with spin up and one with spin down. The two with spin up must be orbitally antisymmetric, so together they have \(L=1\). Coupling this to the third electron gives \(L=0,1,2\). Three parallel spins need one electron in each orbital, an antisymmetric combination with \(L=0\), so the \(L=0\) state here belongs to \(^4S\). The other two are \(^2P\) and \(^2D\). For \(p^4\), a full shell has \(L=S=0\), so two holes carry the same terms as two electrons. The bracket multiplying \(F_2\) is:

- \(p^2\): \(^3P\), \(-5\); \(^1D\), \(1\); \(^1S\), \(10\).
- \(p^3\): \(^4S\), \(-15\); \(^2D\), \(-6\); \(^2P\), \(0\).
- \(p^4\): \(^3P\), \(-15\); \(^1D\), \(-9\); \(^1S\), \(0\).

The integrand of \(F^2\) is nowhere negative, so \(F_2>0\). In each list the largest \(S\) lies lowest, and for equal \(S\) the larger \(L\) lies lower. These are Hund's first two rules, obtained here for one configuration with a fixed radial function. The gaps of \(p^2\) and \(p^4\) agree for equal \(F_2\), because \(N\) shifts all terms together.

Q: Give me an atom, with energies in electronvolts.

A: Take nitrogen, \(2p^3\). I use a restricted open-shell Hartree–Fock calculation of the \(^4S\) term in the cc-pVTZ basis. This term has one electron in each p orbital, so its density is spherical and the three orbitals share one radial function. Numerical integration of the double radial integral over the 2p density gives \(F^2=0.2958\) hartree. Dividing by 25 and converting gives \(F_2=0.3220\) eV. Then
\[
E(^2D)-E(^4S)=[-6-(-15)]F_2=9F_2=2.90\ \text{eV},
\]
\[
E(^2P)-E(^4S)=[0-(-15)]F_2=15F_2=4.83\ \text{eV}.
\]
In hartree these are 0.1065 and 0.1775. The last digits depend on the basis: near the basis-set limit \(F^2\) falls by 0.0004 to 0.2954 hartree, \(F_2\) to 0.3216 eV, and the gaps to 2.89 and 4.82 eV.

The first gap shows the two parts at work. Lowering \(S\) from \(\tfrac32\) to \(\tfrac12\) contributes \(-6F_2(\tfrac34-\tfrac{15}4)=+18F_2=+5.80\) eV. Raising \(L\) from 0 to 2 contributes \(-\tfrac32F_2\cdot6=-9F_2=-2.90\) eV. The orbital part cancels half of the spin part. This division belongs to the chosen form of \(v_{12}\); both parts are Coulomb energy.

Q: How far should I trust those gaps as predictions for the real atom?

A: The formula contains its own warning. It requires
\[
\frac{E(^2P)-E(^2D)}{E(^2D)-E(^4S)}=\frac{6F_2}{9F_2}=\frac23,
\]
whatever the radial function. The measured ratio is roughly 0.5: the measured gaps above \(^4S\) are about 2.38 and 3.58 eV, so the computed ones are too large by about 21% and 35%. A better basis or a rescaled \(F_2\) cannot repair this. The model omits the mixing of other configurations, a separate adjustment of the orbitals for each term, and relativistic effects. The ratio alone does not say how much each contributes. Optimizing the orbitals separately for each term changes little: the gaps become 2.85 and 4.70 eV and the ratio 0.65. Configuration mixing changes more: admitting excitations from 2s to 2p lowers \(^2P\) by about 1 eV in the smaller cc-pVDZ basis and leaves \(^2D\) where it was.

Q: If the method is this economical, why not use it for d electrons?

A: Two equivalent d electrons have five terms, \(^1S\), \(^3P\), \(^1D\), \(^3F\) and \(^1G\), whereas a constant, \(\mathbf l_1\!\cdot\mathbf l_2\) and \(\mathbf s_1\!\cdot\mathbf s_2\) offer three coefficients. A fit is no longer guaranteed, and it does fail. I computed the matrix of \(P_2\) for two d electrons by numerical integration over angles and evaluated it in states of definite \(L\). For the singlets \(L=0,2,4\), the values of \(49P_2\) are \(14,-3,4\). With \(S\) fixed, a formula of the p-shell type would make them linear in \(L(L+1)=0,6,20\). The slopes are instead
\[
\frac{-3-14}{6}=-2.83,\qquad \frac{4-(-3)}{14}=0.50 .
\]
A formula valid for arbitrary radial integrals would have to work for the coefficient of \(F^2\) by itself, so none of this type exists for the d shell.

Q: And within the p shell, when do \(L\) and \(S\) themselves stop being adequate labels?

A: When spin-orbit coupling is no longer small compared with the term gaps, which range from \(6F_2\) to \(15F_2\). The terms it mixes must share a value of the total angular momentum \(J\). They may differ in both \(L\) and \(S\), as \(^3P\) and \(^1D\) of \(p^2\) do, or in \(L\) alone, as \(^2P\) and \(^2D\) of \(p^3\) do. The Coulomb formula then supplies the diagonal electrostatic energies of a larger matrix, and that matrix must be diagonalized to find the levels.
